# Tilt-dependent velocity and KPZ coefficient of one-dimensional layer growth

## Growth velocity of a tilted layered surface

A one-dimensional surface has integer height $h(x,t)$, counted in layers. Islands of unit height and zero initial width nucleate at random points on every terrace, at a rate $I$ per unit length and time. Their edges move outward at constant speed $c$, and opposite edges annihilate when they meet. In the stationary state of an infinite surface with mean tilt $m$ (layers per length), the growth velocity in layers per time is

$$v(m)=\sqrt{c^2m^2+2Ic}. \tag{1}$$

The Kardar-Parisi-Zhang (KPZ) equation is used in the convention

$$\partial_t h=v_0+\nu\,\partial_x^2h+\frac{\lambda}{2}(\partial_xh)^2+\text{noise},$$

so that $\lambda$ is the second derivative of the mean velocity with respect to tilt. Hence

$$\lambda=v''(0)=\frac{c^{3/2}}{\sqrt{2I}}. \tag{2}$$

Both $c$ and $I$ must be independent of tilt. A tilted surface then takes up more material, so the reservoir has to supply it. If instead a fixed flux is captured completely, without desorption, voids or overhangs, conservation of material fixes the mean velocity at every tilt, and the coefficient (2) is absent.

### Velocity and step densities

The left edge of an island is an up-step, seen from left to right, and moves left. The right edge is a down-step and moves right. Let $\rho_L$ and $\rho_R$ be the densities of left-moving and right-moving steps. Each up-step raises the height by one and each down-step lowers it by one, so

$$m=\rho_L-\rho_R. \tag{3}$$

In a time $dt$ every step sweeps a length $c\,dt$ and adds one layer there. Nucleation itself adds no area, because a new island has zero width. Therefore

$$v=c(\rho_L+\rho_R). \tag{4}$$

A second relation between the densities is needed, and it follows from the stationary distribution of the steps.

### The stationary state on a ring

Take a ring of length $L$ with $n$ right-movers and $n+N$ left-movers. Steps are created and destroyed in opposite pairs, so $N$ is conserved, and the mean tilt is $m=N/L$. Let $N\ge0$; the other sign follows by reflection.

Try a probability density that does not depend on the step positions:

$$P_n=\frac{g^n}{Z}, \tag{5}$$

where $Z$ normalizes the distribution and $g$ is to be found. Steps of one kind are indistinguishable. Three conditions must hold.

*Motion.* Uniform translation of the steps leaves a constant density unchanged.

*Birth.* Just after nucleation, a right-mover lies immediately to the right of its left-moving partner. Their separation grows at speed $2c$, so the probability flux leaving contact, per unit length of contact position, is $2cP_{n+1}$. Nucleation supplies the flux $IP_n$. Equality requires

$$2cg=I. \tag{6}$$

*Loss and gain.* Nucleation anywhere on the ring removes probability from a given configuration at the rate $ILP_n$. Annihilation returns it from configurations with one more pair, in which a right-mover meets a left-mover at any of the points of the ring. This gain is $2cLP_{n+1}=2cgLP_n$. By (6) it balances the loss.

The density (5) is therefore stationary for

$$g=\frac{I}{2c}. \tag{7}$$

It is also the only stationary state at given $N$. During an interval $L/(2c)$ without nucleation, which has non-zero probability, every right-mover meets a left-mover and only $N$ left-movers survive. If an island is then born to the left of a survivor, its right edge annihilates that survivor and its left edge takes over, displaced to the left by an arbitrary part of the gap. Repeated births can thus rearrange the steps freely, and all configurations with the same $N$ are connected.

### Exact velocity on the ring

Integrating (5) over the positions of indistinguishable steps gives $L^n/n!$ for the right-movers and $L^{n+N}/(n+N)!$ for the left-movers. The probability of $n$ is thus

$$w_n\propto\frac{(X/2)^{2n}}{n!\,(n+N)!},\qquad X=L\sqrt{\frac{2I}{c}}, \tag{8}$$

because $gL^2=IL^2/(2c)=(X/2)^2$. Apart from a factor $(X/2)^N$, the sum of these weights is the modified Bessel function

$$\mathcal I_N(X)=\sum_{n=0}^{\infty}\frac{(X/2)^{2n+N}}{n!\,(n+N)!}.$$

Let $M=2n+N$ be the total number of steps. The operation $X\,d/dX$ multiplies each term of the series by $M$, so (4) becomes

$$v_L=\frac cL\langle M\rangle=\frac cL\,\frac{X\mathcal I_N'(X)}{\mathcal I_N(X)}. \tag{9}$$

### The limit of an infinite surface

The limit can be taken without an asymptotic formula for Bessel functions. From (8),

$$n(n+N)\,w_n=(X/2)^2\,w_{n-1}. \tag{10}$$

Summing over $n$ gives $\langle n(n+N)\rangle=X^2/4$. Since $M^2=4n(n+N)+N^2$,

$$\langle M^2\rangle=N^2+X^2\equiv Q. \tag{11}$$

It remains to show that $M$ fluctuates little. Multiply (10) by $n$ and sum:

$$\langle n\cdot n(n+N)\rangle=\frac{X^2}{4}\langle n+1\rangle .$$

Subtracting $\langle n\rangle\langle n(n+N)\rangle=\langle n\rangle X^2/4$ leaves the covariance $X^2/4$. The variable parts of $M$ and $M^2$ are $2n$ and $4n(n+N)$, so their covariance is eight times larger, namely $2X^2$. Because $\langle M^2-Q\rangle=0$, this covariance can be written as

$$2X^2=\langle(M-\sqrt Q)(M^2-Q)\rangle=\langle(M-\sqrt Q)^2(M+\sqrt Q)\rangle. \tag{12}$$

As $M+\sqrt Q\ge\sqrt Q$, it follows that $\langle(M-\sqrt Q)^2\rangle\le2X^2/\sqrt Q$. The variance of $M$ cannot exceed this mean square deviation. Using $\operatorname{Var}M=Q-\langle M\rangle^2$,

$$0\le\sqrt Q-\langle M\rangle=\frac{\operatorname{Var}M}{\sqrt Q+\langle M\rangle}\le\frac{2X^2}{Q}\le2. \tag{13}$$

The total number of steps thus differs from $\sqrt{N^2+X^2}$ by at most two on average. Multiply by $c/L$ and let $L\to\infty$ at fixed $m=N/L$:

$$v=c\sqrt{m^2+\frac{2I}{c}}=\sqrt{c^2m^2+2Ic},$$

which is (1).

The same limit shows the local structure. The densities become sharp, with $\rho_L\rho_R=g=I/(2c)$, and at given numbers the positions are independent and uniform. In any finite window the two kinds of step therefore become independent Poisson sets. Equation (1) can then be read as $v^2=c^2(\rho_L-\rho_R)^2+4c^2\rho_L\rho_R$.

For a direct test, growth was simulated on a ring with $c=1.7$, $I=0.6$ and $L=20$ in model units. At zero tilt the swept area gave $v=1.390$, against 1.385 from (9). At $m=0.75$ the values were 1.892 and 1.891. The probability that a window of unit length contains no step, at zero tilt, was 0.442 in the simulation and 0.443 from the uniform distribution.

### The nonlinear coefficient and two limits

Differentiating $v^2=c^2m^2+2Ic$ gives $v'=c^2m/v$. A second differentiation gives

$$v''=\frac{c^2}{v}-\frac{c^2m\,v'}{v^2}=\frac{c^2(v^2-c^2m^2)}{v^3}=\frac{2Ic^3}{v^3}. \tag{14}$$

At $m=0$, $v=\sqrt{2Ic}$, and (14) reduces to (2). The step density at zero tilt,

$$\kappa=\sqrt{\frac{2I}{c}}, \tag{15}$$

puts the results in the form $v_0=c\kappa$ and $\lambda=c/\kappa$. More frequent nucleation raises the velocity but lowers $\lambda$, because the steps imposed by a given tilt then matter less beside those already present.

For $|m|\ll\kappa$, expansion of the square root gives

$$v=v_0\left(1+\frac{m^2}{2\kappa^2}-\frac{m^4}{8\kappa^4}+\dots\right). \tag{16}$$

The KPZ parabola is the part through $m^2$. At $|m|=\kappa$ it gives $1.5\,v_0$ instead of $\sqrt2\,v_0$, an excess of 6% over the full result.

For $|m|\gg\kappa$,

$$v=c|m|+\frac{I}{|m|}+\dots. \tag{17}$$

The first term is the motion of the steps imposed by the tilt. For positive $m$, the second arises when the right edge of a new island annihilates the next left-mover. The net effect is to advance that step by its distance from the birth point, which is $1/m$ on average. Births at rate $I$ per length therefore add $I/m$ to the velocity.

### A check through the size of the system

For a large ring at zero tilt, $M$ is concentrated near $\sqrt Q=X$, so the factor $M+\sqrt Q$ in (12) is close to $2X$. Hence $\operatorname{Var}M\simeq X$, and the equality in (13) gives $X-\langle M\rangle\simeq1/2$. The ring is slower than the infinite surface by

$$v_\infty-v_L\simeq\frac{c}{2L}. \tag{18}$$

The KPZ equation gives the same shift. At zero tilt the height difference across a distance $\ell$ of an infinite surface is the difference of two independent Poisson numbers. Its variance is $(\rho_L+\rho_R)\ell=A\ell$, with $A=\kappa$. On a ring the profile must close, which reduces the variance to that of a Brownian bridge, $A\ell(1-\ell/L)$. Choose $\ell$ much longer than the step spacing $1/\kappa$ but much shorter than $L$. The mean square slope over this distance is then $A/\ell-A/L$. The ring also has slightly fewer steps, but this changes the first term only by $-1/(2L\ell)$, which is small beside $A/L$ for such $\ell$. The first term is thus common to all sizes; the second changes the velocity by $-\lambda A/(2L)$. Since $\lambda A=(c/\kappa)\kappa=c$, this agrees with (18). Evaluation of (9) at $L=4000$, with the same $c$ and $I$, gives $L(v_\infty-v_L)=0.8501$, against $c/2=0.8500$.

### Example: a crystal step growing from solution

Consider a straight step on the surface of a sparingly soluble crystal in water. Here the one-dimensional "surface" is the edge of the crystal step, its "layers" are successive rows of units, and the moving "steps" of the model are kinks. The parameters are round and only roughly typical: temperature 300 K, $k_BT=0.02585$ eV, unit length and row width $d=0.5$ nm, kink energy $\varepsilon=0.11$ eV, supersaturation ratio $S=5$, and detachment rate $k=10\ \mathrm{s^{-1}}$ at a kink.

Units attach at the rate $Sk$ at each edge site. A kink advances at this rate and retreats at the rate $k$, so

$$c=dk(S-1)=0.5\times10\times4=20\ \mathrm{nm/s}.$$

A single unit on a straight edge creates two kinks. With $q=e^{-\varepsilon/k_BT}=0.01419$, it detaches at the rate $k/q^2$. A longer row grows at the rate $2Sk$ and shrinks at the rate $2k$. Let $r$ be the probability that a row of two ever shrinks to one. Its next event is shrinkage with probability $1/(1+S)$, or growth, after which it must lose two units:

$$r=\frac{1+Sr^2}{1+S}.$$

The roots are $1$ and $1/S$. For $S>1$ the row tends to grow, and the return probability is $1/S$.

Let $P$ be the probability that a single unit founds a surviving row. It gains a neighbour before detaching with probability $u=2S/(2S+q^{-2})$. The row of two then escapes, or returns to a single unit, which tries again:

$$P=u\left[\left(1-\frac1S\right)+\frac PS\right]
\quad\Rightarrow\quad
P=\frac{u(S-1)}{S-u}=\frac{2(S-1)}{2(S-1)+q^{-2}}. \tag{19}$$

This gives $P=0.001609$, and

$$I=\frac{Sk}{d}P=\frac{5\times10}{0.5}\times0.001609=0.161\ \mathrm{nm^{-1}s^{-1}}.$$

From (15), $\kappa=\sqrt{2\times0.161/20}=0.127\ \mathrm{nm^{-1}}$, a mean kink spacing of 7.9 nm. For $q^2(S-1)\ll1$, (19) becomes $P\simeq2(S-1)q^2$, and then $\kappa\simeq2q\sqrt S/d$. The kink density does not depend on $k$, with or without this approximation, because $I$ and $c$ are both proportional to $k$.

The edge advances by $v_0=c\kappa=2.54$ rows per second, or 1.27 nm/s. The coefficient is $\lambda=c/\kappa=158\ \mathrm{nm^2/s}$ when height is counted in rows. For true height $H=dh$, velocity and slope are both multiplied by $d$, so their second derivative is $\lambda/d=315$ nm/s. The parabola is restricted to slopes well below $d\kappa=0.063$. At slope 0.03 it exceeds (1) by 0.5%, at 0.06 by 5%, and at 0.12 by 30%.

### What the example leaves out

The continuum model ignores the discreteness of the edge. A kinetic Monte Carlo run with the same rates on 600 sites gave 2.29 rows/s at zero tilt, 8.4% below the model ring of the same length. At slope 0.063 it gave 3.34 rows/s, 6.4% below. These are single runs, started from a flat or evenly stepped edge with only five rows discarded. In the continuum model, runs of this length scatter by about 4% at zero tilt and 2% at the other slope, and the start lowers their mean by 1 to 2%. These runs are therefore too short to fix the size of a lattice correction. Longer runs, each covering more than 1200 rows after the first 60, agree with the model ring within about 1% at zero tilt and lie 4.4 ± 0.4% below it at slope 0.063. The rise in velocity between these two slopes is thus some 12 to 15% smaller on the lattice, and the value of $\lambda$ given above may be too high by a similar amount. The difference grows with slope: at slope 0.03 the lattice lies about 1% below the model ring, at 0.12 about 10% below, so (1) itself applies to the lattice only while kinks are rare per site. The cause of the difference was not examined. The random motion of a kink has diffusion constant $d^2k(S+1)/2$; divided by $c$ this is a length of 0.38 nm, short beside the kink spacing.

Transport in the liquid matters little here. With a diffusion constant of $10^9\ \mathrm{nm^2/s}$, a solubility of $10^{-4}$ mol/L, a stagnant layer of 10 µm and crystal steps 50 nm apart, the concentration at the surface falls by 0.34%. New islands on the terraces are negligible: for a square island with edge energy $\varepsilon$ per unit of edge, the barrier is 1.16 eV, or 45 $k_BT$, and growth unit by unit raises it further.

Speeds of nanometres per second are a reasonable order of magnitude for steps of sparingly soluble salts, but $S=5$ would be far too high for a readily soluble one. Real crystals may break the assumption of constant $c$ through diffusion along the edge. A single attached unit detaches at $5.0\times10^4\ \mathrm{s^{-1}}$. If it hops along the edge at about $1.2\times10^7\ \mathrm{s^{-1}}$, its diffusion length reaches the kink spacing, and neighbouring kinks compete for the same units. With much faster hopping nearly every attached unit would reach a kink. Kinks also release units to the edge, and fast hopping would hold the density of single units near its equilibrium value, $q^2$ per site. These detach at the rate $q^2\cdot k/q^2=k$ per site. On a tilted edge single units are fewer and kinks more numerous, but in equilibrium the total detachment rate must equal the attachment rate at $S=1$, which is $k$ per site at any tilt. In the limit of very fast hopping the edge would therefore advance at $k(S-1)=40$ rows/s, some sixteen times faster than here, whatever its tilt, and $\lambda$ would tend to zero. Impurities and the separate attachment of different ions are also outside the model; their effect has not been estimated. Further values are in the numerical output.

## Computed results

```
Model test: c = 1.7, I = 0.6, ring length = 20.0 (model units)
 tilt 0.00: v simulated 1.3903, ring 1.3851, infinite 1.4283
   empty window of length 1: simulated 0.4420, ring 0.4430
 tilt 0.30: v simulated 1.4831, ring 1.4787, infinite 1.5166
   empty window of length 1: simulated 0.4170, ring 0.4181
 tilt 0.75: v simulated 1.8921, ring 1.8913, infinite 1.9146
   empty window of length 1: simulated 0.3248, ring 0.3245
 lambda: from ring of length 4000 2.0236, formula 2.0234
 length x (v infinite - v ring) = 0.8501, c/2 = 0.8500
Example inputs (round, roughly typical):
 T = 300 K, kT = 0.02585 eV, unit size = row width = 0.5 nm
 kink energy = 0.11 eV, S = 5, kink detachment rate = 10 1/s
Example results:
 Boltzmann factor of a kink = 0.01419
 survival probability: formula 0.001609, chain 0.001609
 kink speed c = 20.00 nm/s
 nucleation rate I = 0.1609 1/(nm s)
 kink density = 0.1268 1/nm, rare-kink formula 0.1269 1/nm
 mean kink spacing = 7.88 nm
 growth at zero tilt = 2.537 rows/s = 1.268 nm/s
 lambda = 157.7 nm^2/s (rows), 315.3 nm/s (true height)
 slope at which m equals the kink density = 0.0634
 slope 0.01: speed 1.284 nm/s, parabola 1.284 nm/s, error 0.01 %
 slope 0.03: speed 1.403 nm/s, parabola 1.410 nm/s, error 0.51 %
 slope 0.06: speed 1.746 nm/s, parabola 1.836 nm/s, error 5.15 %
 slope 0.12: speed 2.715 nm/s, parabola 3.539 nm/s, error 30.37 %
Neglected effects:
 lattice edge simulated with 600 sites, 30 rows grown
 slope 0.0000: lattice 2.293 rows/s, model ring 2.503 rows/s, change -8.4 %
 slope 0.0633: lattice 3.339 rows/s, model ring 3.569 rows/s, change -6.4 %
 kink diffusion constant / c = 0.375 nm
 liquid: D = 1e+09 nm^2/s, solubility = 1e-04 mol/L
 stagnant layer = 10 um, terrace width = 50 nm
 depletion of the solution = 0.34 %
 terrace island barrier = 1.16 eV = 45.0 kT
 time for the edge to cross a terrace = 39.4 s
 islands per terrace square in that time (crude) = 5.7e-13
 detachment rate of a single edge unit = 4.96e+04 1/s
 edge hop rate where diffusion length = kink spacing: 1.23e+07 1/s
```
